# Moshinsky brackets and Talmi integrals for two 0p oscillator particles: verification in Python

```python
"""Talmi-Moshinsky brackets of two 0p oscillator particles and Talmi integrals.

Result under test, for equal masses, r=(r1-r2)/sqrt2 and R=(r1+r2)/sqrt2:
  |0p0p;0> = (|00,10;0> - |10,00;0>)/sqrt2
  |0p0p;1> = |01,01;1>
  |0p0p;2> = (|00,02;2> - |02,00;2>)/sqrt2
where |n l, N Lam; L> has relative (n,l) coupled to centre-of-mass (N,Lam).
A central force V(|r1-r2|) then has the diagonal elements
  E0 = 5/4 I0 - 3/2 I1 + 5/4 I2,  E1 = I1,  E2 = (I0 + I2)/2,
  I_p = 2/Gamma(p+3/2) * integral x^(2p+2) exp(-x^2) V(sqrt2 b x) dx.
b is the oscillator length. Radial functions are positive near the origin.
Atomic units; orbital coordinates are measured in units of b.
"""
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import eval_genlaguerre, eval_legendre, gamma, lpmv
from sympy.physics.wigner import clebsch_gordan

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


@lru_cache(maxsize=None)
def cg(l1, l2, L, m1, m2, M):
    return float(clebsch_gordan(l1, l2, L, m1, m2, M))


def spherical_harmonic(l, m, vec):
    """Y_lm with Condon-Shortley phase at the direction of vec."""
    if m < 0:
        return (-1) ** m * np.conj(spherical_harmonic(l, -m, vec))
    length = np.maximum(np.sqrt(np.sum(vec**2, axis=-1)), 1e-300)
    cos_theta = np.clip(vec[..., 2] / length, -1.0, 1.0)
    phi = np.arctan2(vec[..., 1], vec[..., 0])
    norm = sqrt((2*l + 1) / (4*pi) * factorial(l - m) / factorial(l + m))
    return norm * lpmv(m, l, cos_theta) * np.exp(1j * m * phi)


def radial_polynomial(n, l, r):
    """Normalized radial function without its factor exp(-r^2/2)."""
    norm = sqrt(2 * factorial(n) / gamma(n + l + 1.5))
    return norm * r**l * eval_genlaguerre(n, l + 0.5, r**2)


def radial(n, l, r):
    return radial_polynomial(n, l, r) * np.exp(-r**2 / 2)


def coupled_harmonics(l1, l2, L, M, u, v):
    total = 0j
    for m1 in range(-l1, l1 + 1):
        m2 = M - m1
        if abs(m2) <= l2:
            total = total + (cg(l1, l2, L, m1, m2, M)
                             * spherical_harmonic(l1, m1, u)
                             * spherical_harmonic(l2, m2, v))
    return total


def coupled_polynomial(state, L, M, u, v):
    n1, l1, n2, l2 = state
    ru = np.sqrt(np.sum(u**2, axis=-1))
    rv = np.sqrt(np.sum(v**2, axis=-1))
    return (radial_polynomial(n1, l1, ru) * radial_polynomial(n2, l2, rv)
            * coupled_harmonics(l1, l2, L, M, u, v))


# ---- Brackets as overlaps in six dimensions (Gauss-Hermite, exact here) ----
nodes, node_weights = np.polynomial.hermite.hermgauss(4)
points = np.stack(np.meshgrid(*[nodes]*6, indexing="ij"), -1).reshape(-1, 6)
weights = np.prod(np.stack(np.meshgrid(*[node_weights]*6, indexing="ij"),
                           -1).reshape(-1, 6), axis=1)
r1_vec, r2_vec = points[:, :3], points[:, 3:]
rel_vec = (r1_vec - r2_vec) / sqrt(2)
cm_vec = (r1_vec + r2_vec) / sqrt(2)

shell = [(1, 0, 0, 0), (0, 0, 1, 0), (0, 1, 0, 1), (0, 2, 0, 0), (0, 0, 0, 2)]
h = 1 / sqrt(2)
derived = {(0, (1, 0, 0, 0)): -h, (0, (0, 0, 1, 0)): h, (0, (0, 1, 0, 1)): 0,
           (1, (0, 1, 0, 1)): 1,
           (2, (0, 2, 0, 0)): -h, (2, (0, 0, 0, 2)): h, (2, (0, 1, 0, 1)): 0}
bracket = {}
for L in range(3):
    for M in range(-L, L + 1):
        pair = coupled_polynomial((0, 1, 0, 1), L, M, r1_vec, r2_vec)
        norm_sum = 0.0
        for state in shell:
            if not abs(state[1] - state[3]) <= L <= state[1] + state[3]:
                continue
            moved = coupled_polynomial(state, L, M, rel_vec, cm_vec)
            value = np.sum(weights * np.conj(moved) * pair)
            assert abs(value - derived[(L, state)]) < 1e-11
            bracket[(L, state)] = value.real
            norm_sum += abs(value)**2
        # A unit sum shows that no state outside this shell contributes.
        assert abs(norm_sum - 1) < 1e-11

# ---- Pair elements in the original coordinates, by multipole expansion ----
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(6)
phi_nodes = 2 * pi * np.arange(12) / 12
cos_grid, phi_grid = np.meshgrid(cos_nodes, phi_nodes, indexing="ij")
sin_grid = np.sqrt(1 - cos_grid**2)
directions = np.stack([sin_grid*np.cos(phi_grid), sin_grid*np.sin(phi_grid),
                       cos_grid], -1).reshape(-1, 3)
solid_weights = np.repeat(cos_weights, 12) * 2 * pi / 12
dir1, dir2 = directions[:, None, :], directions[None, :, :]
cos12 = np.clip(directions @ directions.T, -1, 1)
pair_weights = np.outer(solid_weights, solid_weights)


@lru_cache(maxsize=None)
def angular_element(la, lb, lc, ld, L, k):
    bra = coupled_harmonics(la, lb, L, 0, dir1, dir2)
    ket = coupled_harmonics(lc, ld, L, 0, dir1, dir2)
    return np.sum(pair_weights * np.conj(bra)
                  * eval_legendre(k, cos12) * ket).real


def legendre_rule(count, low, high):
    x, w = np.polynomial.legendre.leggauss(count)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


outer_r, outer_w = legendre_rule(70, 0, 9)
ratio, ratio_w = legendre_rule(36, 0, 1)
large = outer_r[:, None] * np.ones_like(ratio)[None, :]
small = outer_r[:, None] * ratio[None, :]
radial_weights = (outer_w * outer_r)[:, None] * ratio_w * small**2 * large**2

omega = 0.25                      # hartree/hbar
b = 1 / sqrt(omega)               # bohr, electron mass 1
gauss_height, gauss_range = 0.4, 3.0   # hartree, bohr


def coulomb(distance):
    return 1 / distance


def gaussian(distance):
    return gauss_height * np.exp(-(distance / gauss_range)**2)


def coulomb_multipole(k):
    return (small / large)**k / (b * large)


@lru_cache(maxsize=None)
def gaussian_multipole(k):
    u, w = np.polynomial.legendre.leggauss(36)
    square = (small**2 + large**2)[..., None] - 2*(small*large)[..., None]*u
    values = gaussian(b * np.sqrt(np.maximum(square, 0)))
    return (2*k + 1) / 2 * np.sum(w * eval_legendre(k, u) * values, axis=-1)


def pair_element(bra, ket, L, multipole):
    na, la, nb, lb = bra
    nc, lc, nd, ld = ket

    def first(r):
        return radial(na, la, r) * radial(nc, lc, r)

    def second(r):
        return radial(nb, lb, r) * radial(nd, ld, r)

    density = first(small)*second(large) + first(large)*second(small)
    return sum(angular_element(la, lb, lc, ld, L, k)
               * np.sum(radial_weights * density * multipole(k))
               for k in range(5))


def talmi(p, potential):
    value = quad(lambda x: x**(2*p + 2) * np.exp(-x*x)
                 * potential(sqrt(2) * b * x), 0, 12,
                 epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return 2 * value / gamma(p + 1.5)


def relative_element(n, l, potential):
    return quad(lambda x: x*x * radial(n, l, x)**2
                * potential(sqrt(2) * b * x), 0, 12,
                epsabs=1e-13, epsrel=1e-12, limit=200)[0]


pp = (0, 1, 0, 1)
results = {}
for name, potential, multipole in [
        ("Coulomb", coulomb, coulomb_multipole),
        ("Gaussian", gaussian, gaussian_multipole)]:
    I = [talmi(p, potential) for p in range(3)]
    rel_1s = 1.5*I[0] - 3*I[1] + 2.5*I[2]
    for (n, l), reduced in {(0, 0): I[0], (0, 1): I[1], (0, 2): I[2],
                            (1, 0): rel_1s}.items():
        assert abs(relative_element(n, l, potential) - reduced) < 1e-10
    reduced_E = [1.25*I[0] - 1.5*I[1] + 1.25*I[2], I[1], (I[0] + I[2])/2]
    direct_E = [pair_element(pp, pp, L, multipole) for L in range(3)]
    assert np.allclose(direct_E, reduced_E, rtol=0, atol=1e-8)

    # V in the degenerate exchange-symmetric spaces {0p^2, 0s1s or 0s0d}.
    levels, mixing = {}, {}
    for L, ab, ba, expected in [
            (0, (0, 0, 1, 0), (1, 0, 0, 0), [I[0], rel_1s]),
            (2, (0, 0, 0, 2), (0, 2, 0, 0), [I[0], I[2]])]:
        off = sqrt(2) * pair_element(pp, ab, L, multipole)
        other = (pair_element(ab, ab, L, multipole)
                 + pair_element(ab, ba, L, multipole))
        levels[L] = np.linalg.eigvalsh([[direct_E[L], off], [off, other]])
        mixing[L] = off
        assert np.allclose(levels[L], sorted(expected), rtol=0, atol=1e-8)
        assert abs(off) > 1e-3
    results[name] = (I, rel_1s, reduced_E, direct_E, levels, mixing)

# ---- Closed forms of the Talmi integrals and the Coulomb ratios ----
for p in range(3):
    closed_coulomb = gamma(p + 1) / (sqrt(2) * b * gamma(p + 1.5))
    closed_gauss = gauss_height * (1 + 2*b**2/gauss_range**2)**(-p - 1.5)
    assert abs(results["Coulomb"][0][p] - closed_coulomb) < 1e-10
    assert abs(results["Gaussian"][0][p] - closed_gauss) < 1e-10
coulomb_I0 = results["Coulomb"][0][0]
coulomb_direct = results["Coulomb"][3]
assert np.allclose(np.array(coulomb_direct) / coulomb_I0,
                   [11/12, 2/3, 23/30], rtol=0, atol=1e-7)
assert coulomb_direct[1] < coulomb_direct[2] < coulomb_direct[0]

print("Brackets <n l, N Lam; L | 0p 0p; L> from 6D quadrature")
for (L, state), value in bracket.items():
    print(f"L={L} (n l N Lam)={state}: {value + 0.0:.6f}")
print(f"trap frequency = {omega:.2f} hartree/hbar, b = {b:.2f} bohr")
print(f"Gaussian height = {gauss_height:.2f} hartree, "
      f"range = {gauss_range:.2f} bohr")
for name, (I, rel_1s, reduced_E, direct_E, levels, mixing) in results.items():
    print(f"{name} force, energies in hartree")
    for p in range(3):
        print(f"  I_{p} = {I[p]:.6f}")
    print(f"  relative <1s|V|1s> = {rel_1s:.6f}")
    for L in range(3):
        print(f"  E_{L}: Talmi {reduced_E[L]:.6f}, direct {direct_E[L]:.6f}")
    for L in (0, 2):
        print(f"  L={L} coupling of 0p^2 to partner = {mixing[L]:.6f}")
        print(f"  L={L} first-order energies = "
              f"{levels[L][0]:.6f}, {levels[L][1]:.6f}")
for L in range(3):
    print(f"Coulomb E_{L}/I_0 = {coulomb_direct[L]/coulomb_I0:.6f}, "
          f"E_{L} = {coulomb_direct[L]*HARTREE_EV:.4f} eV")
print("all assertions hold")
```

Output:

```
Brackets <n l, N Lam; L | 0p 0p; L> from 6D quadrature
L=0 (n l N Lam)=(1, 0, 0, 0): -0.707107
L=0 (n l N Lam)=(0, 0, 1, 0): 0.707107
L=0 (n l N Lam)=(0, 1, 0, 1): -0.000000
L=1 (n l N Lam)=(0, 1, 0, 1): 1.000000
L=2 (n l N Lam)=(0, 1, 0, 1): 0.000000
L=2 (n l N Lam)=(0, 2, 0, 0): -0.707107
L=2 (n l N Lam)=(0, 0, 0, 2): 0.707107
trap frequency = 0.25 hartree/hbar, b = 2.00 bohr
Gaussian height = 0.40 hartree, range = 3.00 bohr
Coulomb force, energies in hartree
  I_0 = 0.398942
  I_1 = 0.265962
  I_2 = 0.212769
  relative <1s|V|1s> = 0.332452
  E_0: Talmi 0.365697, direct 0.365697
  E_1: Talmi 0.265962, direct 0.265962
  E_2: Talmi 0.305856, direct 0.305856
  L=0 coupling of 0p^2 to partner = 0.033245
  L=0 first-order energies = 0.332452, 0.398942
  L=2 coupling of 0p^2 to partner = 0.093087
  L=2 first-order energies = 0.212769, 0.398942
Gaussian force, energies in hartree
  I_0 = 0.154081
  I_1 = 0.081573
  I_2 = 0.043185
  relative <1s|V|1s> = 0.094368
  E_0: Talmi 0.124225, direct 0.124225
  E_1: Talmi 0.081573, direct 0.081573
  E_2: Talmi 0.098633, direct 0.098633
  L=0 coupling of 0p^2 to partner = 0.029857
  L=0 first-order energies = 0.094368, 0.154081
  L=2 coupling of 0p^2 to partner = 0.055448
  L=2 first-order energies = 0.043185, 0.154081
Coulomb E_0/I_0 = 0.916667, E_0 = 9.9511 eV
Coulomb E_1/I_0 = 0.666667, E_1 = 7.2372 eV
Coulomb E_2/I_0 = 0.766667, E_2 = 8.3228 eV
all assertions hold
```
